**Program: electrons pumped by a sliding cosine potential**

The program tests that sliding \(V_0\cos[2\pi(x-X)/a]\) slowly by one period \(a\) transports \(n\) electrons per spin state when \(n\) bands are full. Here \(X\) is the displacement, \(k\) the wavevector, \(m\) the free-electron mass, \(m^*\) the band mass and \(\Omega\) the Berry curvature in the \((k,X)\) plane. It asserts that \(\Omega\), computed from matrix elements, agrees with \(1-m/m^*\) from finite differences of the band energies at three wavevectors in each of the two filled bands. It also asserts a Chern number of 1 for each of the three lowest bands, obtained from overlaps of separately diagonalized states. For \(n=2\) it solves the time-dependent Schrödinger equation and asserts that a 100 fs slide pumps 2 electrons within 0.001, both in the cell average and through one fixed plane, while a 1 fs slide misses 2 by more than 0.1. Halfway through the slow slide, each electron's velocity must match the moving-frame law within 5% of the sliding speed. The output shows 2.0000 electrons for the 100 fs slide and 0.1898 in the cell average for the 1 fs slide. At 5 fs the cell average is 1.9842, although the probability of leaving the filled bands is 0.27.

## Numerical check

```python
"""
Result under test: when V(x,X) = V0 cos(2 pi (x-X)/a) is slid slowly by one
period a, n filled bands carry exactly n electrons (per spin state) through
any plane, and each isolated band has Chern number 1 in (k, X) space.

a: period, V0: amplitude, X: displacement of the potential, k: wavevector,
G: reciprocal lattice vectors, b = 2 pi/a, m: free-electron mass, m*: band mass.
Curvature: Omega = d_X A_k - d_k A_X with A = i <u|du>.
Moving-frame law: <v> = dX/dt + v_band(k - m (dX/dt)/hbar).
Units: eV, nm, fs.
"""
import numpy as np
from scipy import constants as const

hbar = const.hbar / const.e * 1e15            # eV fs
mass = const.m_e / const.e * 1e12             # eV fs^2 / nm^2
a = 1.0
V0 = 2.0
n_filled = 2
b = 2 * np.pi / a
M = 8
G = b * np.arange(-M, M + 1)
size = len(G)


def hamiltonian(k, X):
    """Plane-wave Hamiltonians for an array of k at one displacement X."""
    k = np.atleast_1d(k)
    H = np.zeros((len(k), size, size), complex)
    d = np.arange(size)
    H[:, d, d] = hbar**2 * (k[:, None] + G)**2 / (2 * mass)
    H[:, d[1:], d[:-1]] = 0.5 * V0 * np.exp(-1j * b * X)
    H[:, d[:-1], d[1:]] = 0.5 * V0 * np.exp(1j * b * X)
    return H


def energies(k):
    return np.linalg.eigvalsh(hamiltonian(k, 0.0))


def group_velocity(k, h=1e-4):
    return (energies(k + h) - energies(k - h)) / (2 * h * hbar)


def mass_ratio(k, h=1e-3):
    """m/m* from the second difference of the band energy."""
    second = (energies(k + h) - 2 * energies(k) + energies(k - h)) / h**2
    return mass * second / hbar**2


def curvature(k, X, band):
    """Omega from matrix elements of the derivatives of the Hamiltonian."""
    result = []
    step = 1e-5
    dH_dX = (hamiltonian(k, X + step) - hamiltonian(k, X - step)) / (2 * step)
    E, vec = np.linalg.eigh(hamiltonian(k, X))
    for i, kk in enumerate(np.atleast_1d(k)):
        u = vec[i][:, band]
        x_row = u.conj() @ dH_dX[i] @ vec[i]
        k_col = vec[i].conj().T @ (hbar**2 * (kk + G) / mass * u)
        others = np.arange(size) != band
        gap2 = (E[i][others] - E[i][band])**2
        result.append(-2 * np.sum((x_row * k_col)[others] / gap2).imag)
    return np.array(result)


def chern_number(band, nk=40, nx=40):
    """Sum of gauge-invariant plaquette phases of the overlaps."""
    ks = -b / 2 + b * np.arange(nk) / nk
    u = np.zeros((nx + 1, nk + 1, size), complex)
    for ix in range(nx):
        vec = np.linalg.eigh(hamiltonian(ks, a * ix / nx))[1]
        u[ix, :nk] = vec[:, :, band]
        u[ix, nk, :-1] = u[ix, 0, 1:]         # u(k+b) = exp(-ibx) u(k)
    u[nx] = u[0]
    link_x = np.sum(u[:-1].conj() * u[1:], axis=2)
    link_k = np.sum(u[:, :-1].conj() * u[:, 1:], axis=2)
    loop = (link_x[:, :-1] * link_k[1:]
            * link_x[:, 1:].conj() * link_k[:-1].conj())
    return -np.sum(np.angle(loop)) / (2 * np.pi)


def path(s):
    """Displacement X at the fraction s of the slide; smooth at both ends."""
    t = 2 * np.pi * s
    return a * (s - 4 * np.sin(t) / (6 * np.pi) + np.sin(2 * t) / (12 * np.pi))


def slide(T, steps, nk=24, plane=0.3 * a):
    """Laboratory-frame Schroedinger evolution of all filled states."""
    dt = T / steps
    ks = -b / 2 + b * (np.arange(nk) + 0.5) / nk
    E, vec = np.linalg.eigh(hamiltonian(ks, 0.0))
    phase_E = np.exp(-1j * E * dt / hbar)
    U = (vec * phase_E[:, None, :]) @ vec.conj().transpose(0, 2, 1)
    start = vec[:, :, :n_filled].copy()
    c = start.copy()
    speed = (hbar * (ks[:, None] + G) / mass)[:, :, None]
    wave = np.exp(1j * G * plane)

    def currents(state):
        v = np.sum(speed * np.abs(state)**2, axis=1)
        w = np.einsum('g,kgn->kn', wave, state)
        vw = np.einsum('g,kgn->kn', wave, speed * state)
        return v, v.sum() / (nk * a), np.sum((w.conj() * vw).real) / (nk * a)

    record = np.zeros((steps + 1, 2))
    record[0] = currents(c)[1:]
    v_mid = None
    for j in range(steps):
        shift = np.exp(-1j * G * path((j + 0.5) / steps))[None, :, None]
        c = shift * (U @ (shift.conj() * c))
        v, mean_current, plane_current = currents(c)
        record[j + 1] = mean_current, plane_current
        if 2 * (j + 1) == steps:
            v_mid = v
    pumped = dt * (record.sum(axis=0) - 0.5 * (record[0] + record[-1]))
    overlap = start.conj().transpose(0, 2, 1) @ c
    lost = 1 - np.sum(np.abs(overlap)**2) / (nk * n_filled)
    return pumped[0], pumped[1], lost, ks, v_mid


# Bands and gaps
k_grid = np.linspace(-b / 2, b / 2, 201)
E_grid = energies(k_grid)
print(f"period a = {a:.1f} nm, amplitude V0 = {V0:.1f} eV")
print(f"filled bands n = {n_filled} (one spin state)")
for j in range(3):
    low, high = E_grid[:, j].min(), E_grid[:, j].max()
    gap = E_grid[:, j + 1].min() - high
    assert gap > 0
    print(f"band {j+1}: {low:.4f} to {high:.4f} eV, gap above {gap:.4f} eV")
gap_above = E_grid[:, n_filled].min() - E_grid[:, n_filled - 1].max()

# Local curvature against the band mass, at a generic displacement
k_test = np.array([0.0, 0.25, 0.5]) * b
ratio = mass_ratio(k_test)
for j in range(n_filled):
    omega = curvature(k_test, 0.37 * a, j)
    assert np.allclose(omega, 1 - ratio[:, j], rtol=1e-3, atol=1e-3)
    for q, o, r in zip(k_test, omega, ratio[:, j]):
        print(f"band {j+1}, k = {q:.4f} 1/nm: Omega = {o:.4f}, m/m* = {r:.4f}")

# Chern numbers and zone averages of the curvature
k_zone = -b / 2 + b * (np.arange(200) + 0.5) / 200
for j in range(3):
    C = chern_number(j)
    average = curvature(k_zone, 0.37 * a, j).mean()
    assert abs(C - 1) < 1e-6
    assert abs(average - 1) < 1e-4
    print(f"band {j+1}: Chern number {C:.6f}, zone average of Omega {average:.6f}")

# Real-time slides of different duration
results = {}
for T, steps in ((1.0, 2000), (5.0, 2000), (20.0, 4000), (100.0, 20000)):
    results[T] = slide(T, steps)
    Q, Q_plane, lost = results[T][:3]
    print(f"slide in {T:.0f} fs: pumped {Q:.4f} (cell average), "
          f"{Q_plane:.4f} (plane x = 0.3 a)")
    print(f"  probability of leaving the filled bands {lost:.1e}")

T_slow = 100.0
Q, Q_plane, lost, ks, v_mid = results[T_slow]
assert abs(Q - n_filled) < 1e-3
assert abs(Q_plane - n_filled) < 1e-3
assert abs(lost) < 1e-4
assert abs(results[1.0][0] - n_filled) > 0.1   # a fast slide misses the integer

# Moving-frame law for every electron at the middle of the slow slide
h = 1e-4
X_dot = (path(0.5 + h) - path(0.5 - h)) / (2 * h * T_slow)
k_shift = mass * X_dot / hbar
v_law = X_dot + group_velocity(ks - k_shift)[:, :n_filled]
deviation = np.max(np.abs(v_mid - v_law))
# the law omits the response to the changing acceleration, about 1% of X_dot
assert deviation < 0.05 * X_dot
v_rest = group_velocity(ks)[:, :n_filled]
assert np.max(np.abs(v_mid - v_rest)) > 0.5 * X_dot
print(f"100 fs slide, midpoint: sliding speed {X_dot:.5f} nm/fs")
print(f"  wavevector shift m X_dot/hbar = {k_shift:.4f} 1/nm")
i = len(ks) // 2
for j in range(n_filled):
    print(f"  band {j+1}, k = {ks[i]:.4f} 1/nm: velocity {v_mid[i, j]:.5f} nm/fs, "
          f"law {v_law[i, j]:.5f} nm/fs")
print(f"  largest deviation from the law {deviation:.1e} nm/fs")
print(f"  mean velocity per electron {v_mid.mean():.5f} nm/fs")
assert abs(v_mid.mean() - X_dot) < 0.02 * X_dot

# Size of the inertial energy and the mean electric current
s = np.linspace(0.01, 0.99, 981)
h = 1e-3
acceleration = (path(s + h) - 2 * path(s) + path(s - h)) / (h * T_slow)**2
inertial = mass * np.max(np.abs(acceleration)) * a
assert inertial < 0.1 * gap_above
print(f"largest inertial energy m |X_ddot| a = {inertial:.5f} eV")
current = Q * const.e / (T_slow * 1e-15) * 1e6
print(f"mean electric current, magnitude, 100 fs slide = {current:.4f} microampere")
print("verified")
```

It prints:

```
period a = 1.0 nm, amplitude V0 = 2.0 eV
filled bands n = 2 (one spin state)
band 1: -0.8898 to -0.8649 eV, gap above 1.8099 eV
band 2: 0.9450 to 1.2889 eV, gap above 0.8742 eV
band 3: 2.1631 to 3.4590 eV, gap above 0.1894 eV
band 1, k = 0.0000 1/nm: Omega = 0.8426, m/m* = 0.1574
band 1, k = 1.5708 1/nm: Omega = 0.9935, m/m* = 0.0065
band 1, k = 3.1416 1/nm: Omega = 1.1705, m/m* = -0.1705
band 2, k = 0.0000 1/nm: Omega = 4.6657, m/m* = -3.6657
band 2, k = 1.5708 1/nm: Omega = 0.2458, m/m* = 0.7542
band 2, k = 3.1416 1/nm: Omega = -0.5950, m/m* = 1.5950
band 1: Chern number 1.000000, zone average of Omega 1.000000
band 2: Chern number 1.000000, zone average of Omega 1.000000
band 3: Chern number 1.000000, zone average of Omega 1.000000
slide in 1 fs: pumped 0.1898 (cell average), 0.0105 (plane x = 0.3 a)
  probability of leaving the filled bands 2.9e-01
slide in 5 fs: pumped 1.9842 (cell average), 1.9652 (plane x = 0.3 a)
  probability of leaving the filled bands 2.7e-01
slide in 20 fs: pumped 2.0001 (cell average), 1.9995 (plane x = 0.3 a)
  probability of leaving the filled bands 1.4e-04
slide in 100 fs: pumped 2.0000 (cell average), 2.0000 (plane x = 0.3 a)
  probability of leaving the filled bands -3.4e-12
100 fs slide, midpoint: sliding speed 0.02667 nm/fs
  wavevector shift m X_dot/hbar = 0.2303 1/nm
  band 1, k = 0.1309 1/nm: velocity 0.02487 nm/fs, law 0.02486 nm/fs
  band 2, k = 0.1309 1/nm: velocity 0.06892 nm/fs, law 0.06861 nm/fs
  largest deviation from the law 3.1e-04 nm/fs
  mean velocity per electron 0.02670 nm/fs
largest inertial energy m |X_ddot| a = 0.00619 eV
mean electric current, magnitude, 100 fs slide = 3.2043 microampere
verified
```
